Ground-State Polarisability of the 1/r Problem in D Dimensions

**What goes wrong with 9/2**

The hydrogen atom has polarisability 9/2 in atomic units. Suppose this number is carried over to an exciton confined to a plane, with the correct reduced mass and permittivity. For the model parameters used below, in a field of 10⁵ V/m, it predicts a Stark shift of −23.2 μeV. The value for an ideal plane of zero thickness with an unmodified 1/r attraction is −0.844 μeV, so for that model the estimate is too large by a factor of 27. The last section shows how quickly this factor changes when the attraction is modified.

Correcting for the decay length of the state is not enough. The planar state decays twice as fast with distance, which accounts for a factor of 16. A further factor of 12/7 depends on the dimension in another way. Both follow from solving the response problem for general D.

**Conventions**

Hartree atomic units are used, with an infinitely heavy nucleus. The field-free Hamiltonian is

H0 = −½∇² − 1/r,

with the potential 1/r kept in every dimension. A field F along x adds the energy +Fx for an electron of charge −1. Reflection x → −x is equivalent to F → −F, so the energy series has even powers alone:

E(F) = E0 − ½αF² + O(F⁴).

This defines α. At nonzero F the potential falls without limit towards negative x and the electron can tunnel out, so the level is a resonance rather than a true bound state. Here α means −2 times the second-order coefficient of its perturbation series.

To find that coefficient, write ψ = ψ0 + Fψ1 + F²ψ2 + … and E = E0 + FE1 + F²E2 + …, with ψ0 normalised. The first two orders of the Schrödinger equation are

(H0 − E0)ψ1 = (E1 − x)ψ0,
(H0 − E0)ψ2 = (E1 − x)ψ1 + E2ψ0.

Projection on ψ0 makes both left sides vanish. The first line gives E1 = ⟨x⟩ = 0 by parity, and the second then gives

E2 = ⟨ψ0|x|ψ1⟩, α = −2E2.

**Stage 1: three dimensions**

The ground state is ψ0 = e^(−r)/√π, with E0 = −1/2. Put ψ1 = fψ0. The product rule gives

(H0 − E0)(fψ0) = f(H0 − E0)ψ0 − ½ψ0∇²f − ∇f·∇ψ0.

The first term is zero, and ∇ψ0 = −ψ0 r/r, where the r in the numerator is the position vector. The last term is therefore +ψ0 ∂f/∂r. Setting the sum equal to −xψ0 and dividing by −ψ0 leaves

½∇²f − ∂f/∂r = x.

The Coulomb potential has dropped out. The source has the angular dependence of x, so try f = x g(r). Then

∇²(xg) = x(g″ + 2g′/r) + 2∂g/∂x = x(g″ + 4g′/r),
∂(xg)/∂r = x(g′ + g/r),

because ∂g/∂x = xg′/r and ∂x/∂r = x/r. Dividing by x gives

½g″ + 2g′/r − g′ − g/r = 1.

For g = a + br, the 1/r terms require 2b − a = 0 and the constants require −2b = 1. Hence b = −1/2, a = −1 and

ψ1 = −x(1 + r/2)ψ0.

The amplitude is reduced at positive x and increased at negative x, as it should be for an electron pushed towards negative x. By isotropy x² may be replaced by r²/3, so

α = 2⟨x²(1 + r/2)⟩ = (2/3)(⟨r²⟩ + ½⟨r³⟩).

The moments are ⟨r^k⟩ = 4∫r^(k+2) e^(−2r) dr = 4(k+2)!/2^(k+3), which gives ⟨r²⟩ = 3 and ⟨r³⟩ = 15/2. Therefore α = (2/3)(3 + 15/4) = 9/2. Multiplied by the cube of the Bohr radius, this is a polarisability volume of 0.667 Å³.

*Limit: far from the nucleus.* Write ψ = e^(−S). At large r, neglect 1/r and the second derivatives of S. The Schrödinger equation becomes |∇S|² = 1 + 2Fx. With S = r + Fs, the first order in F is

2∂s/∂r = 2x, so s = xr/2,

since x grows linearly with r along a ray. The first-order change of ψ is −F(xr/2)ψ0, which agrees with the leading large-r part of Fψ1.

**Stage 2: the ground state in D dimensions**

Let D be an integer, D ≥ 2. For a function of r alone, ∇²ψ = ψ″ + (D−1)ψ′/r. Inserting e^(−κr) into H0ψ = Eψ and dividing by the exponential gives

−½κ² + (D−1)κ/(2r) − 1/r = E.

This must hold at every r, so

κ = 2/(D−1), E0 = −κ²/2 = −2/(D−1)².

No delta function arises at the origin: the flux of the gradient through a small sphere is proportional to r^(D−1) and vanishes with r. In one dimension this flux does not vanish, and the term that should cancel −1/r is absent. The derivation therefore excludes D = 1.

To see that this is the lowest state, write any admissible function as χ = hψ0. The product rule of stage 1 and an integration by parts give

⟨χ|H0 − E0|χ⟩ = ½∫ψ0²|∇h|² dV ≥ 0.

Equality requires constant h, so the ground level is also non-degenerate.

*Limit: D = 3 and D = 2.* For D = 3 one recovers κ = 1 and E0 = −1/2. For D = 2 the result is κ = 2 and E0 = −2: the planar state is bound four times as strongly and decays twice as fast.

**Stage 3: the response in D dimensions**

The steps of stage 1 carry over with ∇ψ0 = −κψ0 r/r:

½∇²f − κ∂f/∂r = x.

With f = xg(r), the Laplacian contains D−1 from the radial operator and 2 from the cross term:

∇²(xg) = x[g″ + (D−1)g′/r + 2g′/r] = x[g″ + (D+1)g′/r].

Dividing the equation by x gives

½g″ + (D+1)g′/(2r) − κg′ − κg/r = 1.

Again take g = a + br:

constants: −2κb = 1, so b = −1/(2κ);
1/r terms: (D+1)b/2 − κa = 0, so a = −(D+1)/(4κ²).

The first-order function is therefore

ψ1 = −x[(D+1)/(4κ²) + r/(2κ)]ψ0.

Could another solution give a different α? Two admissible solutions differ by a function χ with (H0 − E0)χ = 0. Non-degeneracy makes χ a multiple of ψ0, and this changes E2 by a multiple of ⟨x⟩ = 0. So α is unique.

Isotropy now gives ⟨x²r^k⟩ = ⟨r^(k+2)⟩/D, and

α = (2/D)[(D+1)⟨r²⟩/(4κ²) + ⟨r³⟩/(2κ)].

The angular integral cancels in the moments:

⟨r^k⟩ = ∫r^(D−1+k) e^(−2κr) dr / ∫r^(D−1) e^(−2κr) dr = Γ(D+k)/[Γ(D)(2κ)^k].

In particular,

⟨r²⟩ = D(D+1)/(4κ²),
⟨r³⟩ = D(D+1)(D+2)/(8κ³).

Substitution cancels D:

α = 2[(D+1)²/(16κ⁴) + (D+1)(D+2)/(16κ⁴)]
= (D+1)[(D+1) + (D+2)]/(8κ⁴)
= (D+1)(2D+3)/(8κ⁴).

Finally κ⁻⁴ = (D−1)⁴/16, so

α = (D−1)⁴(D+1)(2D+3)/128.

*Limit: D = 3.* The formula gives 16·4·9/128 = 9/2, as in stage 1.

*Limit: large D.* The formula tends to 2D⁶/128 = D⁶/64. This can be found without ψ1. Let ρ be the distance from the x axis. The ground state is symmetric about this axis, and writing ψ = ρ^(−(D−2)/2) u(ρ,x) removes the first derivative in ρ. The function u then moves in the potential

(D−2)(D−4)/(8ρ²) − 1/√(ρ² + x²) + Fx,

with kinetic energy −½(∂²/∂ρ² + ∂²/∂x²). If lengths are measured in units of D², the potential energy at F = 0 scales as D⁻², while the derivative terms carry a prefactor D⁻⁴. The state therefore contracts around the minimum of the potential, and the energy in the derivative terms falls as D⁻³, still faster than D⁻². To leading order the energy is therefore the minimum of the potential, with D²/(8ρ²) as its first term.

Without a field the minimum lies at x = 0, where −D²/(4ρ³) + 1/ρ² = 0, so ρ = D²/4. For small x the attraction is −1/ρ + x²/(2ρ³). Minimising x²/(2ρ³) + Fx gives x = −Fρ³ and an energy change of −½F²ρ³. The accompanying change of ρ affects the energy at order F⁴. Hence α = ρ³ = D⁶/64, in agreement with the formula.

**Stage 4: a bound from the excitation gap**

Expanding ψ1 in eigenstates of H0 gives

α = 2Σ|⟨n|x|0⟩|²/(En − E0),

where the sum includes the continuum. The function xψ0 has angular momentum l = 1, so l = 1 states alone contribute. For the lowest of them, try x e^(−qr). The Laplacian formula of stage 3 gives

−½q² + (D+1)q/(2r) − 1/r = E,

so q = 2/(D+1) and E = −2/(D+1)². The radial equation is that of the ground state in D+2 dimensions, so the argument of stage 2 shows that this is the lowest l = 1 level. The gap is

Δ = 2/(D−1)² − 2/(D+1)² = 8D/(D²−1)².

Replacing every denominator by Δ can increase the sum but cannot reduce it. Completeness then gives α ≤ 2⟨x²⟩/Δ. With ⟨x²⟩ = (D+1)/(4κ²) = (D+1)(D−1)²/16, this becomes

α ≤ (D−1)⁴(D+1)³/(64D).

The ratio of α to its bound is

D(2D+3)/[2(D+1)²].

It is 7/9 for D = 2 and 27/32 for D = 3, and it tends to 1 at large D. A single excitation energy therefore describes the response well in high dimension, but in the plane it overestimates α by 2/7 of the true value.

**Stage 5: the plane**

For D = 2, κ = 2 gives ⟨r²⟩ = 6/16 = 3/8 and ⟨r³⟩ = 24/64 = 3/8. The two contributions are

from ⟨r²⟩: (3/16)(3/8) = 9/128,
from ⟨r³⟩: (1/4)(3/8) = 12/128.

Their sum is α = 21/128 ≈ 0.1641. The ratio to three dimensions separates into the two factors mentioned at the start:

(9/2)/(21/128) = 16 × (4·9)/(3·7) = 16 × 12/7 = 192/7 ≈ 27.4.

As an independent check, the Hamiltonian was diagonalised at small finite fields and α was extracted from the curvature of the lowest energy. This was done for D = 2 to 5, and the results agree with the formula to within a relative difference of 10⁻⁵. For D = 5, for example, the values are 155.99994 and 156. Two field strengths were combined to remove the F⁴ term of the energy, but higher powers of F remain, so a small difference is to be expected.

**Stage 6: from the electron to an exciton**

Consider an electron and a hole with isotropic parabolic bands, reduced mass μ in electron masses, and attraction −1/(εr). The field energies are +Fx for the electron and −Fx for the hole. Their sum depends on the relative coordinate x = x_e − x_h alone, so the field does not act on the centre of mass. The relative motion obeys

H = −∇²/(2μ) − 1/(εr) + Fx.

Set r = (ε/μ)s. The kinetic term becomes (μ²/ε²)/(2μ) = μ/(2ε²) times −∇² in s, and the attraction becomes −(μ/ε²)/s. The common factor μ/ε² is the energy unit:

H = (μ/ε²)[−½∇² − 1/s + φs_x], φ = Fε³/μ².

The second-order shift is −½(μ/ε²)α_Dφ², where α_D is the value for μ = ε = 1. Comparing this with −½αF² gives

α = α_D ε⁴/μ³.

*Limit: μ = ε = 1* returns the original problem. The strong dependence on ε and μ reflects a larger state that is also more weakly bound.

**Worked example: a model exciton**

Take the round parameters μ = 0.1 and ε = 10, and a field of 10⁵ V/m in the plane. The length unit is ε/μ = 100 Bohr radii, or 5.292 nm. The energy unit is μ/ε² = 0.001 hartree, or 27.21 meV. The planar binding energy is two units, 54.42 meV.

The scale factor is ε⁴/μ³ = 10⁴/10⁻³ = 10⁷, so

α = 0.1640625 × 10⁷ = 1.641 × 10⁶ a.u.

Over one length unit the field changes the energy by 10⁵ V/m × 5.292 nm × e = 0.5292 meV. In exciton units the field is therefore φ = 0.5292/27.21 = 0.01945, and the shift is

−½ × 0.16406 × (0.01945)² × 27.21 meV = −8.44 × 10⁻⁴ meV = −0.844 μeV.

Direct diagonalisation at this field gives −0.84426 μeV, against −0.84417 μeV from second order. The relative difference is about 10⁻⁴. By symmetry the next correction to the energy is of order F⁴. Continuing the perturbation series gives −(22947/2²⁰)φ⁴ in exciton units, or −8.5 × 10⁻⁵ μeV at this field, which accounts for the difference.

With the same parameters in three dimensions, 9/2 replaces 21/128 and the second-order shift is −23.2 μeV. There the fourth-order term, −(3555/64)φ⁴, adds a further −0.22 μeV, about 1%.

**Where the result stops**

Measuring lengths in units of 1/κ puts the field in the combination φ/κ³. The attraction then has strength 1/κ, so the value of φ/κ³ at which higher orders matter still depends on D and falls as D grows. In the example this is 0.01945/8 = 0.0024 in the plane and 0.019 in three dimensions. The fourth-order term reaches 10% of the second-order one at φ/κ³ ≈ 0.077 in the plane and 0.064 in three dimensions. At such fields higher orders matter, the level approaches field ionisation, and α alone does not describe the response.

The value 21/128 also assumes a layer of zero thickness, a field in the plane and an unmodified 1/r attraction. A field normal to an ideal plane does not couple to the in-plane relative motion at all. If the surroundings of the layer change the law of attraction, both κ and the cancellation that gave g = a + br are lost, and the first-order equation has to be solved again with the new ground state. The sensitivity is strong. In exciton units, softening the attraction to −1/√(r² + d²) with d = 0.05 (0.26 nm in the example) raises α from 0.164 to 0.34. The Rytova–Keldysh form −(π/2r₀)[H₀(r/r₀) − Y₀(r/r₀)] gives α ≈ 0.48, 2.2, 15 and 730 for r₀ = 0.1, 0.5, 2 and 20. For the last two values α exceeds 9/2, so neither 21/128 nor the factor of 27 should be carried over to a real quantum well or monolayer. The numerical output below lists the values for D = 2 to 5 and for the exciton.

Numbers as computed

```
Table in Hartree atomic units
D=2: kappa = 2.000000, E0 = -2.000000, lowest l=1 level = -0.222222
D=2: <r^2> = 0.375000, <r^3> = 0.375000
D=2: alpha from <r^2> = 0.070313, from <r^3> = 0.093750
D=2: alpha formula = 21/128 = 0.164062, finite field = 0.164062
D=3: kappa = 1.000000, E0 = -0.500000, lowest l=1 level = -0.125000
D=3: <r^2> = 3.000000, <r^3> = 7.500000
D=3: alpha from <r^2> = 2.000000, from <r^3> = 2.500000
D=3: alpha formula = 9/2 = 4.500000, finite field = 4.499999
D=4: kappa = 0.666667, E0 = -0.222222, lowest l=1 level = -0.080000
D=4: <r^2> = 11.250000, <r^3> = 50.625000
D=4: alpha from <r^2> = 15.820312, from <r^3> = 18.984375
D=4: alpha formula = 4455/128 = 34.804688, finite field = 34.804679
D=5: kappa = 0.500000, E0 = -0.125000, lowest l=1 level = -0.055556
D=5: <r^2> = 30.000000, <r^3> = 210.000000
D=5: alpha from <r^2> = 72.000000, from <r^3> = 84.000000
D=5: alpha formula = 156 = 156.000000, finite field = 155.999936
alpha(D=3)/alpha(D=2) = 192/7 = 27.4286
D=3 polarisability volume = 0.6668 angstrom^3
Exciton: reduced mass = 0.1 electron masses, permittivity = 10.0
Exciton length unit = 5.2918 nm
Exciton energy unit = 27.2114 meV
2D exciton binding energy = 54.4228 meV
Scale factor eps^4/mu^3 = 1.0000e+07
2D exciton alpha, formula = 1.640625e+06 a.u.
2D exciton alpha, finite field = 1.640625e+06 a.u.
3D exciton alpha, formula = 4.500000e+07 a.u.
3D exciton alpha, finite field = 4.499999e+07 a.u.
Applied field = 1.0e+05 V/m
Field in exciton units = 0.019447
2D shift, second order = -0.84417 micro-eV
2D shift, diagonalisation = -0.84426 micro-eV
3D shift, second order = -23.1544 micro-eV
```
